**Backward Euler for a closed first-order pyrolysis network**

For $\dot c=Kc$ with nonnegative off-diagonal rates and $w^TK=0$, the step $(I-hK)c'=c$ preserves nonnegative concentrations and total mass for every $h>0$. Here $c$ contains concentrations, $K$ rate constants, $w$ positive molar masses, and $h$ is the time step. The program asserts these properties for a gallium adduct network and for random closed networks whose rates change at each step. It also asserts agreement with an explicitly summed inverse series and with an exponential-time average of exact evolutions. Three small matrices separate the roles of rate signs and mass balance, and further assertions cover the positivity limits of forward Euler and Crank–Nicolson. In the 10 ms example all three integrators conserve mass, but only backward Euler keeps every concentration nonnegative. Its error halves when the step is halved from 10 to 5 µs. In a very stiff example, subtraction-free elimination has a relative error near $10^{-15}$, against about $2\times10^{-3}$ for an ordinary solve.

## Verification by program

```python
"""Backward Euler for a closed first-order pyrolysis network.

Result under test: dc/dt = K c, with K_ij >= 0 for i != j and w^T K = 0
for positive molar masses w. For every step h > 0, the solution of
(I - h K) c_new = c is nonnegative for c >= 0 and keeps w^T c.
c: concentrations (mmol/m^3), K: rate matrix (1/s), h: time step (s).
The solver works with mass densities w_i c_i and never subtracts.
Rate constants of the worked example are round model parameters.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import expm
from scipy.integrate import quad_vec
from pyscf.data.elements import MASSES


def solve_without_subtraction(transfer, density):
    """Solve A x = density; A has off-diagonals -transfer, column sums 1."""
    b = transfer.copy()
    x = density.copy()
    n = len(x)
    column_sum = np.ones(n)
    pivot = np.zeros(n)
    for k in range(n):
        rest = slice(k + 1, n)
        pivot[k] = column_sum[k] + b[rest, k].sum()
        share = b[rest, k] / pivot[k]
        column_sum[rest] += b[k, rest] * column_sum[k] / pivot[k]
        x[rest] += share * x[k]
        b[rest, rest] += np.outer(share, b[k, rest])
    for k in range(n - 1, -1, -1):
        x[k] = (x[k] + b[k, k + 1:] @ x[k + 1:]) / pivot[k]
    return x


def backward_euler(rate, weight, conc, step):
    transfer = step * weight[:, None] * rate / weight[None, :]
    np.fill_diagonal(transfer, 0.0)
    return solve_without_subtraction(transfer, weight * conc) / weight


# Species and their numbers of Ga, C, N, H atoms.
composition = {
    "adduct": (1, 3, 1, 12), "wall adduct": (1, 3, 1, 12),
    "Ga(CH3)3": (1, 3, 0, 9), "NH3": (0, 0, 1, 3),
    "(CH3)2GaNH2": (1, 2, 1, 8), "CH4": (0, 1, 0, 4),
    "Ga(CH3)2": (1, 2, 0, 6), "GaCH3": (1, 1, 0, 3),
    "CH3": (0, 1, 0, 3)}
names = list(composition)
index = {name: i for i, name in enumerate(names)}
elements = np.array([composition[name] for name in names], float).T
atomic_mass = np.array([MASSES[z] for z in (31, 6, 7, 1)])
mass = atomic_mass @ elements
reactions = [
    ("adduct", ("Ga(CH3)3", "NH3"), 2000.0),
    ("adduct", ("(CH3)2GaNH2", "CH4"), 50.0),
    ("adduct", ("wall adduct",), 300.0),
    ("wall adduct", ("adduct",), 20.0),
    ("Ga(CH3)3", ("Ga(CH3)2", "CH3"), 10.0),
    ("Ga(CH3)2", ("GaCH3", "CH3"), 4000.0)]
size = len(names)
K = np.zeros((size, size))
for reactant, products, constant in reactions:
    K[index[reactant], index[reactant]] -= constant
    for product in products:
        K[index[product], index[reactant]] += constant
assert np.max(np.abs(elements @ K)) < 1e-10
assert np.max(np.abs(mass @ K)) < 1e-8
assert np.min(K - np.diag(np.diag(K))) >= 0

identity = np.eye(size)
start = np.zeros(size)
start[index["adduct"]] = 1.0
h = 0.01
be = backward_euler(K, mass, start, h)
exact = expm(h * K) @ start
fe = start + h * K @ start
cn = np.linalg.solve(identity - h * K / 2, start + h * K @ start / 2)
assert np.allclose(be, np.linalg.solve(identity - h * K, start), atol=1e-12)
assert be.min() >= 0 and fe.min() < 0 and cn.min() < 0
for result in (be, fe, cn):
    assert np.allclose(elements @ result, elements @ start, atol=1e-10)
    assert abs(mass @ result - mass @ start) < 1e-9

# Exponential-time average of exact evolutions; omitted tail is below 1e-20.
average, _ = quad_vec(lambda s: np.exp(-s) * (expm(s * h * K) @ start),
                      0.0, 50.0, epsabs=1e-10, epsrel=1e-10)
average_error = np.max(np.abs(average - be))
assert average_error < 1e-8

# Nonnegative inverse series, summed explicitly.
L = mass[:, None] * K / mass[None, :]
A = identity - h * L
D = np.diag(np.diag(A))
jump = (D - A) @ np.linalg.inv(D)
jump_norm = jump.sum(axis=0).max()
term = identity.copy()
series = np.zeros_like(A)
for _ in range(3000):
    series += term
    term = jump @ term
series = np.linalg.inv(D) @ series
assert jump_norm < 1
assert np.allclose(series, np.linalg.inv(A), atol=1e-10)
assert series.min() >= 0 and np.allclose(series.sum(axis=0), 1, atol=1e-10)

# Sharp positivity limits of two other methods on this network.
fe_limit = 1 / np.max(-np.diag(K))
cn_limit = 2 / np.max(-np.diag(K))


def fe_matrix(step):
    return identity + step * K


def cn_matrix(step):
    return np.linalg.solve(identity - step * K / 2, identity + step * K / 2)


for method, limit in ((fe_matrix, fe_limit), (cn_matrix, cn_limit)):
    assert method(0.999 * limit).min() > -1e-13
    assert method(1.001 * limit).min() < -1e-4

# Random closed networks whose rates change at every step.
rng = np.random.default_rng(7)
lowest = np.inf
worst_mass = 0.0
for trial in range(60):
    n = int(rng.integers(2, 9))
    weight = rng.uniform(1, 100, n)
    conc = rng.random(n) * (rng.random(n) < 0.6)
    conc[0] += 0.1
    initial_mass = weight @ conc
    for step in 10.0 ** rng.uniform(-5, 3, 6):
        flow = 10.0 ** rng.uniform(-2, 2, (n, n))
        flow *= rng.random((n, n)) < 0.5
        np.fill_diagonal(flow, 0)
        density_rate = flow - np.diag(flow.sum(axis=0))
        rate = density_rate * weight[None, :] / weight[:, None]
        direct = np.linalg.solve(np.eye(n) - step * rate, conc)
        conc = backward_euler(rate, weight, conc, step)
        # Condition numbers up to about 1e8 limit the ordinary solve.
        assert np.allclose(conc, direct, rtol=1e-6, atol=1e-6)
        lowest = min(lowest, conc.min())
        worst_mass = max(worst_mass, abs(weight @ conc / initial_mass - 1))
assert lowest >= 0 and worst_mass < 1e-12

# Separate the causes of positivity and conservation.
signed = np.array([[-1., 1., 0.], [2., -2., 1.], [-1., 1., -1.]])
signed_inverse = np.linalg.inv(np.eye(3) - 0.01 * signed)
assert np.allclose(signed_inverse.sum(axis=0), 1) and signed_inverse.min() < 0
lossy = np.array([[-3., 1.], [2., -1.]])
lossy_inverse = np.linalg.inv(np.eye(2) - lossy)
assert lossy_inverse.min() >= 0 and lossy_inverse[:, 0].sum() < 0.99
creating = np.array([[-1., 2.], [2., -1.]])
creating_inverse = np.linalg.inv(np.eye(2) - 2 * creating)
assert creating_inverse.max() < 0

# Very stiff reversible network: compare both solvers with 60 digits.
stiff = rng.uniform(0.1, 1.0, (6, 6)) * 1e13
np.fill_diagonal(stiff, 0)
load = rng.random(6)
safe = solve_without_subtraction(stiff, load)
ordinary = np.linalg.solve(np.diag(1 + stiff.sum(axis=0)) - stiff, load)
mp.mp.dps = 60
precise = mp.matrix(6, 6)
for j in range(6):
    precise[j, j] = 1 + mp.fsum([mp.mpf(float(v)) for v in stiff[:, j]])
    for i in range(6):
        if i != j:
            precise[i, j] = -mp.mpf(float(stiff[i, j]))
reference = mp.lu_solve(precise, mp.matrix([float(v) for v in load]))
reference = np.array([float(v) for v in reference])
safe_error = np.max(np.abs(safe / reference - 1))
ordinary_error = np.max(np.abs(ordinary / reference - 1))
assert safe_error < 1e-13 and ordinary_error > 1e-8

# Large-step limit and first-order convergence.
huge = backward_euler(K, mass, start, 1e9)
final = expm(100.0 * K) @ start
assert np.allclose(huge, final, atol=1e-7)
errors = {}
for count in (1, 10, 100, 1000, 2000):
    conc = start.copy()
    for _ in range(count):
        conc = backward_euler(K, mass, conc, h / count)
    errors[count] = np.max(np.abs(conc - exact))
error_ratio = errors[1000] / errors[2000]
assert 1.9 < error_ratio < 2.1

for reactant, products, constant in reactions:
    print(f"k: {reactant} -> {' + '.join(products)} = {constant:g} 1/s")
print(f"time step = {1000 * h:g} ms; initial adduct = {start[0]:g} mmol/m^3")
print("species: molar mass g/mol | BE, exact, FE, CN in mmol/m^3")
for i, name in enumerate(names):
    print(f"{name}: {mass[i]:.3f} | {be[i]:.6f}, {exact[i]:.6f}, "
          f"{fe[i]:.6f}, {cn[i]:.6f}")
print(f"initial mass density = {mass @ start:.6f} mg/m^3")
for label, result in (("BE", be), ("FE", fe), ("CN", cn)):
    print(f"{label} final mass density = {mass @ result:.6f} mg/m^3")
print(f"BE total molecule concentration = {be.sum():.6f} mmol/m^3")
print(f"largest column sum of B D^-1 = {jump_norm:.6f} (no unit)")
print(f"FE positivity limit = {1000 * fe_limit:.4f} ms")
print(f"CN positivity limit = {1000 * cn_limit:.4f} ms")
print(f"time-average formula error = {average_error:.1e} mmol/m^3")
for count, error in errors.items():
    print(f"BE max error at 10 ms, {count} steps = {error:.3e} mmol/m^3")
print(f"error ratio on halving step = {error_ratio:.4f} (no unit)")
print(f"h=1e9 s: (CH3)2GaNH2 = {huge[index['(CH3)2GaNH2']]:.6f} mmol/m^3")
print(f"h=1e9 s: GaCH3 = {huge[index['GaCH3']]:.6f} mmol/m^3")
print(f"random networks: lowest concentration = {lowest:.1e} (model unit)")
print(f"random networks: worst relative mass error = {worst_mass:.1e}")
print(f"signed network, h=0.01: lowest entry = {signed_inverse.min():.6f}")
print(f"lossy network, h=1: kept mass = {lossy_inverse[:, 0].sum():.6f}")
print(f"creating network, h=2: top entry = {creating_inverse.max():.6f}")
print(f"stiff test: subtraction-free relative error = {safe_error:.1e}")
print(f"stiff test: ordinary solve relative error = {ordinary_error:.1e}")
print("all good")
```

It prints:

```
k: adduct -> Ga(CH3)3 + NH3 = 2000 1/s
k: adduct -> (CH3)2GaNH2 + CH4 = 50 1/s
k: adduct -> wall adduct = 300 1/s
k: wall adduct -> adduct = 20 1/s
k: Ga(CH3)3 -> Ga(CH3)2 + CH3 = 10 1/s
k: Ga(CH3)2 -> GaCH3 + CH3 = 4000 1/s
time step = 10 ms; initial adduct = 1 mmol/m^3
species: molar mass g/mol | BE, exact, FE, CN in mmol/m^3
adduct: 131.859 | 0.041667, 0.000925, -22.500000, -0.841441
wall adduct: 131.859 | 0.104167, 0.107924, 3.000000, 0.216216
Ga(CH3)3: 114.828 | 0.757576, 0.790877, 20.000000, 1.510082
NH3: 17.031 | 0.833333, 0.869415, 20.000000, 1.585586
(CH3)2GaNH2: 115.816 | 0.020833, 0.021735, 0.500000, 0.039640
CH4: 16.043 | 0.020833, 0.021735, 0.500000, 0.039640
Ga(CH3)2: 99.793 | 0.001848, 0.001981, 0.000000, 0.003595
GaCH3: 84.758 | 0.073910, 0.076557, 0.000000, 0.071909
CH3: 15.035 | 0.149667, 0.155094, 0.000000, 0.147413
initial mass density = 131.859000 mg/m^3
BE final mass density = 131.859000 mg/m^3
FE final mass density = 131.859000 mg/m^3
CN final mass density = 131.859000 mg/m^3
BE total molecule concentration = 2.003834 mmol/m^3
largest column sum of B D^-1 = 0.975610 (no unit)
FE positivity limit = 0.2500 ms
CN positivity limit = 0.5000 ms
time-average formula error = 3.3e-16 mmol/m^3
BE max error at 10 ms, 1 steps = 4.074e-02 mmol/m^3
BE max error at 10 ms, 10 steps = 6.041e-04 mmol/m^3
BE max error at 10 ms, 100 steps = 6.060e-05 mmol/m^3
BE max error at 10 ms, 1000 steps = 6.061e-06 mmol/m^3
BE max error at 10 ms, 2000 steps = 3.031e-06 mmol/m^3
error ratio on halving step = 2.0000 (no unit)
h=1e9 s: (CH3)2GaNH2 = 0.024390 mmol/m^3
h=1e9 s: GaCH3 = 0.975610 mmol/m^3
random networks: lowest concentration = 0.0e+00 (model unit)
random networks: worst relative mass error = 1.0e-15
signed network, h=0.01: lowest entry = -0.009614
lossy network, h=1: kept mass = 0.666667
creating network, h=2: top entry = -0.428571
stiff test: subtraction-free relative error = 6.7e-16
stiff test: ordinary solve relative error = 1.9e-03
all good
```
